# Growth law for two independent oxidants reacting at one interface

## Definitions and conventions

A planar oxide of thickness \(x(t)\) separates a gas from the solid being oxidized. Two oxidants, labelled \(i=1,2\), enter at the outer surface, diffuse through the oxide and react at the buried interface. The coordinate \(y\) runs from the outer surface, \(y=0\), to the interface, \(y=x\), in a frame where existing oxide is at rest. A flux towards the interface is positive.

For each oxidant, \(D_i\) is the diffusivity, \(C_i\) the concentration of molecules just inside the outer surface, \(c_i\) their concentration at the interface, and \(k_i\) the first-order reaction constant. The molecular flux consumed by the reaction is \(F_i=k_ic_i\). Each molecule delivers \(\nu_i\) oxygen atoms, and the oxide contains \(N\) oxygen atoms per unit volume. Lengths are in µm and times in h.

The model assumes that

- \(C_i\), \(D_i\) and \(k_i\) are constant and unaffected by the other oxidant;
- the oxidants do not react with each other and form the same oxide;
- each concentration profile is quasi-steady, meaning that it adjusts quickly compared with the growth of the oxide.

The first assumption is what "independent" means here. Sharing an interface does not by itself guarantee it.

## Why the fluxes add

In a quasi-steady profile the flux does not depend on \(y\), so the concentration is linear in \(y\). The flux arriving by diffusion equals the flux consumed:

\[
\frac{D_i(C_i-c_i)}{x}=k_ic_i=F_i. \tag{1}
\]

The second equality gives \(c_i=F_i/k_i\), and the first gives \(C_i-c_i=F_ix/D_i\). Adding these two removes \(c_i\):

\[
C_i=F_i\left(\frac1{k_i}+\frac{x}{D_i}\right),
\qquad
F_i=\frac{C_i}{1/k_i+x/D_i}. \tag{2}
\]

The reaction and the oxide act as two resistances in series for each species. Nothing belonging to the other species appears except through the common thickness \(x\).

Growth by \(dx\) requires \(N\,dx\) oxygen atoms per unit area. The molecular fluxes must therefore be weighted by their oxygen content:

\[
N\frac{dx}{dt}=\nu_1F_1+\nu_2F_2. \tag{3}
\]

To put this in the usual form, multiply the numerator and denominator of (2) by \(2D_i\) and define

\[
A_i=\frac{2D_i}{k_i},\qquad B_i=\frac{2D_i\nu_iC_i}{N}. \tag{4}
\]

Then \(\nu_iF_i/N=B_i/(A_i+2x)\), and

\[
\frac{dx}{dt}=\frac{B_1}{A_1+2x}+\frac{B_2}{A_2+2x}. \tag{5}
\]

With one oxidant, \((A_i+2x)\,dx=B_i\,dt\) integrates to the linear-parabolic law \(x^2+A_ix=B_i(t+\tau)\), where \(\tau\) accounts for any initial oxide. The rate is \(B_i/A_i\) for \(x\ll A_i\), where reaction limits growth, and \(B_i/(2x)\) for \(x\gg A_i\), where diffusion does.

## Integrating the combined rate

Let both \(B_i\) be positive, and define

\[
B=B_1+B_2,\qquad \Delta=A_1-A_2,\qquad
\bar A=\frac{B_1A_2+B_2A_1}{B}. \tag{6}
\]

Over a common denominator, the numerator of (5) is

\[
B_1(A_2+2x)+B_2(A_1+2x)=B(2x+\bar A).
\]

Inverting the rate gives

\[
\frac{dt}{dx}=\frac{(A_1+2x)(A_2+2x)}{B(2x+\bar A)}. \tag{7}
\]

Write \(u=2x+\bar A\), so that \(A_i+2x=u+(A_i-\bar A)\). The two differences follow from (6):

\[
A_1-\bar A=\frac{A_1B_1+A_1B_2-B_1A_2-B_2A_1}{B}=\frac{B_1\Delta}{B},
\]
\[
A_2-\bar A=\frac{A_2B_1+A_2B_2-B_1A_2-B_2A_1}{B}=-\frac{B_2\Delta}{B}.
\]

The numerator of (7) is therefore

\[
\left(u+\frac{B_1\Delta}{B}\right)\left(u-\frac{B_2\Delta}{B}\right)
=u^2+\frac{(B_1-B_2)\Delta}{B}\,u-\frac{B_1B_2\Delta^2}{B^2}.
\]

Division by \(u\) leaves \(u+(B_1-B_2)\Delta/B\) and a remainder term. The constant accompanying \(2x\) is

\[
\bar A+\frac{(B_1-B_2)(A_1-A_2)}{B}
=\frac{B_1A_1+B_2A_2}{B}\equiv A_\infty, \tag{8}
\]

because the cross terms \(B_1A_2\) and \(B_2A_1\) cancel. With

\[
L=\frac{B_1B_2\Delta^2}{2B^2}, \tag{9}
\]

the inverse rate becomes

\[
B\frac{dt}{dx}=2x+A_\infty-\frac{2L}{2x+\bar A}. \tag{10}
\]

Let the thickness be \(x_0\) at \(t=0\). Since \(\int dx/(2x+\bar A)=\tfrac12\ln(2x+\bar A)\), integration gives

\[
Bt=x^2-x_0^2+A_\infty(x-x_0)
-L\ln\frac{2x+\bar A}{2x_0+\bar A}. \tag{11}
\]

This is the combined growth law. It was tested against direct quadrature of the inverse of (5) for thirty random sets of constants and initial thicknesses.

## When a single law is enough

A linear-parabolic law, with any time offset, has an inverse rate linear in \(x\). The second derivative of the right side of (10) is

\[
-\frac{16L}{(2x+\bar A)^3}. \tag{12}
\]

It vanishes on a thickness interval if and only if \(L=0\). With both \(B_i\) positive, this means

\[
A_1=A_2,\qquad\text{or equivalently}\qquad \frac{D_1}{k_1}=\frac{D_2}{k_2}. \tag{13}
\]

A time offset cannot repair the mismatch when (13) fails, because it drops out of \(dt/dx\).

The physical reason is visible in the ratio of the two contributions:

\[
\frac{\nu_1F_1}{\nu_2F_2}=\frac{B_1}{B_2}\,\frac{A_2+2x}{A_1+2x},
\qquad
\frac{d}{dx}\left(\frac{A_2+2x}{A_1+2x}\right)=\frac{2(A_1-A_2)}{(A_1+2x)^2}. \tag{14}
\]

If \(A_1=A_2\), both oxidants pass from reaction control to diffusion control at the same thickness, and their shares stay fixed. Otherwise the oxidant with the smaller \(A_i\) becomes diffusion-limited first and loses its share as the oxide thickens. The mixture then behaves like an oxidant whose properties change during growth.

## Thin and thick oxide

At \(x=0\), equation (7) gives \(B\,dt/dx=A_1A_2/\bar A\). The initial rate is thus

\[
\left.\frac{dx}{dt}\right|_{x=0}=\frac{B_1}{A_1}+\frac{B_2}{A_2}=\frac{B}{A_0},
\qquad A_0=\frac{A_1A_2}{\bar A}. \tag{15}
\]

Linear rate constants add, as expected for two reactions in parallel. For thick oxide the last term of (10) tends to zero, so \(B\,dt/dx-2x\to A_\infty\). Parabolic constants add as well, but the intercept is now \(A_\infty\). Setting \(x=0\) in (10) relates the two lengths:

\[
A_0=A_\infty-\frac{2L}{\bar A}\le A_\infty. \tag{16}
\]

Extrapolating thick-oxide behaviour to zero thickness therefore gives a linear constant \(B/A_\infty\) that is too small when \(A_1\ne A_2\).

These limits bracket the growth time. Using (16) in (10),

\[
B\frac{dt}{dx}-(2x+A_0)=2L\left(\frac1{\bar A}-\frac1{2x+\bar A}\right),
\]

which is positive for \(x>0\) and \(L>0\), whereas \(B\,dt/dx-(2x+A_\infty)\) is negative. Integration from a bare surface yields

\[
\frac{x^2+A_0x}{B}<t(x)<\frac{x^2+A_\infty x}{B}. \tag{17}
\]

The lower estimate results from adding the two parabolic constants and the two linear constants and using the sums in one law. It has the correct initial rate and the correct leading thick-oxide behaviour, but it underestimates the time to reach any thickness \(x>0\). The upper estimate exceeds the true time by \((L/B)\ln(1+2x/\bar A)\). This difference grows without bound, although ever more slowly, so no fixed offset removes it.

## Constants seen over a limited range

Over a narrow range of thickness, data can be described by the tangent law \(dt/dx=(2x+A_{\rm loc})/B_{\rm loc}\). Its slope is \(2/B_{\rm loc}\). Differentiating (10) gives \(B\,d^2t/dx^2=2+4L/(2x+\bar A)^2\), hence

\[
B_{\rm loc}=\frac{B}{1+2L/(2x+\bar A)^2},
\qquad
A_{\rm loc}=\frac{B_{\rm loc}}{dx/dt}-2x. \tag{18}
\]

A second form shows what controls \(B_{\rm loc}\). Let \(r_i=B_i/(A_i+2x)\), \(r=r_1+r_2\) and \(s_i=r_i/r\), the share of oxidant \(i\). Since \(dr_i/dx=-2r_i^2/B_i\),

\[
\frac{2}{B_{\rm loc}}=\frac{d}{dx}\frac1r=\frac{2}{r^2}\sum_i\frac{r_i^2}{B_i},
\qquad
\frac1{B_{\rm loc}}=\frac{s_1^2}{B_1}+\frac{s_2^2}{B_2}. \tag{19}
\]

When oxidant 1 carries nearly all the growth, so that \(s_1\simeq1\), and in addition \(s_2^2/B_2\ll1/B_1\), \(B_{\rm loc}\) is close to \(B_1\). The second condition is needed because a small share can still matter if \(B_2\) is very small. The same holds with the labels exchanged. In thick oxide \(s_i\to B_i/B\), and (19) returns \(B_{\rm loc}\to B\).

## A numerical case

The following are round model parameters with \(N=5\times10^{10}\) µm⁻³; no particular material is implied. Oxidant 1 reacts quickly but is sparingly soluble. Oxidant 2 reacts slowly but is much more soluble.

| | Oxidant 1 | Oxidant 2 |
|---|---:|---:|
| \(\nu_i\) | 2 | 1 |
| \(D_i\) (µm²/h) | 10000 | 400 |
| \(C_i\) (µm⁻³) | \(5\times10^4\) | \(1\times10^7\) |
| \(k_i\) (µm/h) | \(1\times10^6\) | 800 |

From (4), in µm and µm²/h,

\[
A_1=\frac{2\times10^4}{10^6}=0.02,\quad
B_1=\frac{2\times10^4\times2\times5\times10^4}{5\times10^{10}}=0.04,
\]
\[
A_2=\frac{800}{800}=1,\quad
B_2=\frac{800\times10^7}{5\times10^{10}}=0.16.
\]

The combined constants are \(B=0.20\) µm²/h and

\[
\bar A=\frac{0.04\times1+0.16\times0.02}{0.20}=0.216\ \text{µm},
\]
\[
A_0=\frac{0.02\times1}{0.216}=0.0926\ \text{µm},
\]
\[
A_\infty=\frac{0.04\times0.02+0.16\times1}{0.20}=0.804\ \text{µm}.
\]

The initial rate is \(2.00+0.16=2.16\) µm/h, while extrapolation from thick oxide suggests \(0.20/0.804=0.249\) µm/h. Oxidant 1 supplies 93% of the initial growth, but only 27% at 1 µm. Setting the two terms of (5) equal gives the thickness at which they contribute equally:

\[
x_{\rm eq}=\frac{B_1A_2-B_2A_1}{2(B_2-B_1)}
=\frac{0.04-0.0032}{0.24}=0.153\ \text{µm}.
\]

For growth from a bare surface to 1 µm, \(L=0.0768\) µm² and (11) gives

\[
t=\frac{1+0.804}{0.20}-\frac{0.0768}{0.20}\ln\frac{2.216}{0.216}
=9.02-0.89=8.13\ \text{h}.
\]

The single law with \(A_0\) gives 5.46 h, which is 33% below this time. The one with \(A_\infty\) gives 9.02 h, which is 11% above it.

The local constants show the change of character. At zero thickness \(B_{\rm loc}=0.047\) µm²/h and \(A_{\rm loc}=0.022\) µm, which are 16% and 8% above the values of oxidant 1 alone. At 1 µm they are 0.194 µm²/h and 0.65 µm.

A least-squares linear-parabolic fit to the times at 51 evenly spaced thicknesses from 0 to 1 µm, with a free offset, gives \(B=0.173\) µm²/h and \(A=0.425\) µm. Its largest error is 0.090 h, about 1% of the total time. The fit therefore looks good on the scale of the whole run, although its parabolic constant is 14% below the true sum. The largest error occurs at the bare surface, where the fitted time is \(-0.090\) h instead of zero. It is nearly half of the 0.20 h needed to grow the first 0.1 µm. In a control case with \(A_1=A_2=1\) µm, the error falls to rounding level, in agreement with (13).

## Adding fluxes is not adding thicknesses

Let \(x_i(t)\) be the thickness grown from a bare surface in oxidant \(i\) alone, with the same \(C_i\) as in the mixture. This condition matters: a mixture made by diluting each oxidant at fixed total pressure has lower \(C_i\), and it can grow more slowly than one of the pure oxidants. At equal thickness the mixture grows faster than either oxidant alone, so \(x>x_i\) for \(t>0\). Each rate \(r_i\) decreases with thickness, and therefore

\[
\frac{dx}{dt}=r_1(x)+r_2(x)<r_1(x_1)+r_2(x_2)=\frac{d(x_1+x_2)}{dt}. \tag{20}
\]

It follows that \(x<x_1+x_2\): each oxidant must also cross the oxide made by the other. After 1 h the example gives 0.28 µm in the mixture, against 0.19 µm and 0.14 µm separately, whose sum is 0.33 µm.

Two limits have simple addition rules. While \(x\ll A_1,A_2\), the rates are nearly constant and thicknesses add to leading order. When all the oxides are thick, \(x^2\simeq Bt\) and \(x_i^2\simeq B_it\), so the squares add to leading order.

## Where the result fails

**Slow adjustment of the profiles.** Diffusion across the oxide takes a time of order \(x^2/D_i\), and growth takes a time of order \(x/(dx/dt)\). Their ratio is \(x(dx/dt)/D_i\). Equation (5) implies \(dx/dt<B/(2x)\), so the ratio is below \(B/(2D_i)\). A sufficient condition for quasi-steady profiles is thus

\[
\frac{B}{2D_i}\ll1\quad\text{for both oxidants}. \tag{21}
\]

In the example the larger value is \(0.20/800=2.5\times10^{-4}\). Equation (1) also neglects the oxidant that stays dissolved in the growing oxide, because it sets the arriving flux equal to the consumed flux. Relative to the oxygen bound in the oxide, the dissolved oxygen is at most

\[
\varepsilon=\frac{\nu_1C_1+\nu_2C_2}{N}, \tag{22}
\]

which is \(2.0\times10^{-4}\) here. Condition (21) makes \(\varepsilon\) small too: for the smaller diffusivity, \(B/(2D_i)=\sum_j(D_j/D_i)\nu_jC_j/N\ge\varepsilon\).

The approximation was tested by solving the time-dependent diffusion equations with a moving interface, from 0.02 to 1 µm. The growth time exceeded that of (11) by a fraction \(5.8\times10^{-5}\). Raising both concentrations by factors of 25 and 100 gave fractions of \(1.5\times10^{-3}\) and \(5.8\times10^{-3}\). The excess is thus nearly proportional to \(\varepsilon\) in this case.

**Competition for reaction sites.** Suppose adsorbed oxidant blocks sites, leaving a free fraction \(\theta\), and the reaction flux becomes \(\theta k_ic_i\). Take

\[
\theta\left(1+\frac{b_1c_1}{C_1}+\frac{b_2c_2}{C_2}\right)=1,
\qquad
\frac{c_i}{C_i}=\frac1{1+\theta k_ix/D_i}, \tag{23}
\]

where \(b_i>0\) measures the blocking strength. The second relation is (1) with \(k_i\) replaced by \(\theta k_i\). Each product \(\theta c_i/C_i=1/(1/\theta+k_ix/D_i)\) increases with \(\theta\), so the left side of the first relation does too. Adding the second oxidant adds a positive term to that side, and \(\theta\) must fall to restore the value 1. The flux \(\theta k_ic_i\) of the first oxidant falls with it. The same argument applies with the labels exchanged, so the combined rate is below the sum of the separate rates.

With \(b_1=b_2=1\) and \(x=0.2\) µm, the separate rates sum to 0.167 µm/h, while the combined rate is 0.160 µm/h, or 4% less. The loss of additivity comes from the shared sites, since diffusion remains independent in this model. Equation (23) illustrates only one way in which independence can fail. If one oxidant instead raises \(D_i\), \(C_i\) or \(k_i\) of the other, the combined rate exceeds the sum of the separate rates, so for a real oxide the sign of the deviation cannot be taken from this model. The numerical output below lists the values for all the cases discussed.

## Values computed for the example and the checks

```
N = 5.0e+10 oxygen atoms/um^3
oxidant 1: nu = 2, D = 10000 um^2/h
  C = 5.0e+04 um^-3, k = 1.0e+06 um/h
  A = 0.0200 um, B = 0.0400 um^2/h, B/A = 2.0000 um/h
oxidant 2: nu = 1, D = 400 um^2/h
  C = 1.0e+07 um^-3, k = 8.0e+02 um/h
  A = 1.0000 um, B = 0.1600 um^2/h, B/A = 0.1600 um/h
total B = 0.2000 um^2/h
crossed mean A_bar = 0.2160 um
thin-oxide A_0 = 0.0926 um, thick-oxide A_inf = 0.8040 um
initial rate B/A_0 = 2.1600 um/h
thick-oxide extrapolation B/A_inf = 0.2488 um/h
log coefficient B1 B2 Delta^2/(2 B^2) = 0.07683 um^2
equal contributions at x = 0.1533 um
x (um), t (h), rate (um/h), share of oxidant 1 (%), B_loc (um^2/h), A_loc (um)
0.00  0.0000  2.1600  92.6  0.0466  0.0216
0.02  0.0171  0.8205  81.2  0.0598  0.0329
0.10  0.2002  0.3152  57.7  0.1059  0.1361
0.20  0.6014  0.2095  45.5  0.1424  0.2794
0.50  2.5962  0.1192  32.9  0.1812  0.5197
1.00  8.1256  0.0731  27.1  0.1939  0.6517
2.00  26.8985  0.0420  23.7  0.1983  0.7267
time to 1 um: closed law 8.1256 h, quadrature 8.1256 h
  single law with A_0: 5.4630 h (-32.8 %)
  single law with A_inf: 9.0200 h (+11.0 %)
  logarithmic term at 1 um: 0.8944 h
single-law fit, 0 to 1 um: B = 0.1726 um^2/h, A = 0.4246 um
  offset = -0.0904 h, largest misfit = 0.0904 h
  control A1 = A2 = 1.0 um: largest misfit = 1.8e-15 h
thickness after 1.0 h: mixed 0.2755 um
  alone: 0.1902 um and 0.1403 um, sum 0.3306 um
moving-boundary test from 0.02 to 1.00 um, law 8.1085 h
  epsilon = 2.02e-04: relative time excess = 5.84e-05
  epsilon = 5.05e-03: relative time excess = 1.46e-03
  epsilon = 2.02e-02: relative time excess = 5.81e-03
site blocking at x = 0.2 um, strength 1 for each oxidant:
  sum of separate rates 0.1671 um/h, combined 0.1604 um/h
```
